# Linear two-band solution of an energy-dependent-mass Schrödinger equation

## What has to be stored, and on which grid

A subband calculation for a III-V channel or quantum well can feed another calculation, such as a scattering rate or an optical matrix element. One must decide whether to pass on a single envelope $f$ for each level or a pair $(f,g)$, and whether the two members of the pair should share grid points. The first choice affects whether the stored functions of different levels are orthogonal. With centered differences, the second determines whether a spurious second set of levels appears; for levels that decay before the outer walls, each is then counted twice.

Atomic units are used in the algebra. The problem is one-dimensional, with zero in-plane momentum:

$$
-\frac{d}{dz}\left[\frac{1}{2m(E,z)}\frac{df}{dz}\right]+E_c(z)f=Ef,
\qquad
m(E,z)=\frac{E-E_v(z)}{2P^2}. \tag{1}
$$

Here $E_c$ and $E_v$ are the conduction and valence edges, and $P$ is a real constant. At $E=E_c$ the mass is $m_c=(E_c-E_v)/(2P^2)$, so

$$
m(E)=m_c\left[1+\frac{E-E_c}{E_c-E_v}\right].
$$

The method therefore applies to a mass linear in energy, with a slope fixed by the gap and a ratio of $m_c$ to gap common to all layers. An arbitrary fit of $m(E)$ does not qualify. Real III-V pairs meet the common-ratio condition only approximately; for GaAs and AlAs the ratios differ by roughly ten percent. Heavy holes, remote bands, spin-orbit coupling and strain are omitted. I assume a common gap, $\max E_v<\min E_c$, and $f=0$ at the outer walls.

## Removing the energy from the operator

For $E>\max E_v$, define

$$
g=\frac{P}{E-E_v}\frac{df}{dz}. \tag{2}
$$

Since $1/(2m)=P^2/(E-E_v)$, the bracket in (1) is $Pg$. Equations (1) and (2) become

$$
Ef=E_cf-P\frac{dg}{dz},\qquad
Eg=P\frac{df}{dz}+E_vg. \tag{3}
$$

The energy now multiplies the unknowns and appears nowhere in the operator. Conversely, solving the second equation for $g$ and inserting it in the first restores (1). This step divides by $E-E_v$, which explains the restriction on $E$. For example, if $E_v$ is uniform, $f=0$ with constant $g$ solves (3) at $E=E_v$, but (1) cannot represent that valence state.

At a band-edge step, a jump in $f$ or $g$ would give a delta function in (3) that no other term could cancel. Both are therefore continuous. Continuity of $g$ is continuity of $f'/m$, because $P$ is constant.

In a uniform layer, $f''=-k^2f$ gives

$$
(E-E_c)(E-E_v)=P^2k^2. \tag{4}
$$

Near the conduction edge, $E-E_v\simeq E_c-E_v$ and $E-E_c\simeq k^2/(2m_c)$. At large positive $k$ the upper branch approaches the line $E\simeq |P|k+(E_c+E_v)/2$. This second limit belongs to the two-band model; it is no guide to a real band far from its edge.

## Orthogonality belongs to the pair

Take two real bound solutions $i$ and $j$. Multiply the equations for $j$ by $f_i$ and $g_i$, integrate and add. The term with $g_j'$ is integrated by parts:

$$
-P\int f_i g_j'\,dz=-P[f_ig_j]_{\rm walls}+P\int f_i'g_j\,dz .
$$

The wall term vanishes because $f_i=0$ there. With $N_{ij}=\int(f_if_j+g_ig_j)dz$,

$$
E_jN_{ij}=\int\left[E_cf_if_j+E_vg_ig_j
+P(f_i'g_j+g_if_j')\right]dz .
$$

The right side is unchanged when $i$ and $j$ are exchanged, so it also equals $E_iN_{ij}$. Hence $(E_j-E_i)N_{ij}=0$, and for different energies

$$
\int f_if_j\,dz=-\int g_ig_j\,dz. \tag{5}
$$

The correct normalization is $\int(f^2+g^2)dz=1$. The valence weight is $Q=\int g^2dz$.

There is a limit in which the $f$ parts are orthogonal by themselves. In one uniform layer between hard walls, they are the sine functions $\sin(n\pi z/L)$ whatever the energy dependence of the mass. The operators at different energies then differ only by a factor and an added constant, so they share their eigenfunctions. In a finite well, the energy in the mass changes the kinetic term relative to the band-edge step. The operators then in general have different eigenfunctions, and the $f$ parts can overlap.

The consequence for a position element follows by moving the origin to $z_0$:

$$
\int f_i(z-z_0)f_j\,dz=\int f_izf_j\,dz-z_0\int f_if_j\,dz .
$$

A nonzero overlap makes the result depend on $z_0$. Adding the corresponding $g$ integral cancels the unwanted term by (5).

## A staggered grid and its exact reduction

Let nodes be $z_i=z_L+ih$, where $z_L$ is the left wall. Store $f_i$ for $i=1,\ldots,N$, with $f_0=f_{N+1}=0$, and store $g_{i+1/2}$ at the $N+1$ midpoints. Define

$$
(Df)_{i+1/2}=\frac{f_{i+1}-f_i}{h},\qquad
(D^Tg)_i=-\frac{g_{i+1/2}-g_{i-1/2}}{h}.
$$

Thus $D$ represents $d/dz$ and its transpose represents $-d/dz$. The discrete form of (3) is

$$
\begin{pmatrix}E_c&PD^T\\PD&E_v\end{pmatrix}
\begin{pmatrix}f\\g\end{pmatrix}
=E\begin{pmatrix}f\\g\end{pmatrix}, \tag{6}
$$

where the band edges are diagonal matrices. For $E>\max E_v$, the lower row gives $g=(E-E_v)^{-1}PDf$. Substitution in the upper row gives

$$
S(E)f=Ef,\qquad S(E)=E_c+P^2D^T(E-E_v)^{-1}D. \tag{7}
$$

This is a three-point discretization of (1), with masses at midpoints. Linearization therefore changes neither the discrete energies nor their grid error in this range.

If the unknowns are ordered $g_{1/2},f_1,g_{3/2},f_2,\ldots$, each couples only to its neighbors. The linear matrix is then symmetric and tridiagonal, with dimension $2N+1$. It gives all levels together, whereas (7) has dimension $N$ but must be solved repeatedly for each level.

## Counting roots and predicting iteration

Let $\varepsilon_n(E)$ be the $n$th eigenvalue of $S(E)$. Differentiating the inverse in (7) gives

$$
\frac{dS}{dE}=-P^2D^T(E-E_v)^{-2}D.
$$

The eigenvalues of $S$ are nondegenerate because it is tridiagonal with nonzero neighboring couplings. The Hellmann–Feynman theorem therefore gives

$$
\frac{d\varepsilon_n}{dE}
=-\frac{\|P(E-E_v)^{-1}Df\|^2}{\|f\|^2}
=-\frac{\|g\|^2}{\|f\|^2}. \tag{8}
$$

At a solution of (7) this equals $-Q/(1-Q)$. The slope is strictly negative, since $Df=0$ and the wall conditions would force $f=0$.

The second term of $S$ is positive definite, so $\varepsilon_n(E)>\min E_c$. Thus $E-\varepsilon_n(E)$ is negative throughout the common gap and at $E=\min E_c$. It increases strictly with $E$ and eventually becomes positive. Each $n$ consequently has one root, which lies above $\min E_c$. Matrix (6) has $N$ such levels, and its other $N+1$ eigenvalues lie at or below $\max E_v$. These lower levels are the valence band of the model, not numerical artifacts. A test with random band edges and 60 nodes found 60 levels above the gap and none inside it.

Multiplying the upper row of (6) by $f^T$, and the lower by $g^T$, gives

$$
f^T(E-E_c)f=Pf^TD^Tg=P(Df)^Tg=g^T(E-E_v)g.
$$

The left side is at most $(E-\min E_c)\|f\|^2$, and the right side is at least $(E-\max E_v)\|g\|^2$. Hence

$$
\frac{Q}{1-Q}\leq\frac{E-\min E_c}{E-\max E_v}<1. \tag{9}
$$

Near a root, the fixed-point update $E\leftarrow\varepsilon_n(E)$ multiplies the error by $-Q/(1-Q)$. It converges locally, with errors of alternating sign. Newton's method applied to $E-\varepsilon_n(E)=0$ uses the same slope:

$$
E\leftarrow E+\frac{\varepsilon_n(E)-E}{1-d\varepsilon_n/dE}.
$$

Inequality (9) was derived at a root. It does not bound the slope elsewhere, so it does not by itself settle convergence from a distant starting energy.

## Why a shared grid duplicates the levels

On a uniform staggered lattice, put $f_i=ae^{ikz_i}$ and $g_{i+1/2}=be^{ikz_{i+1/2}}$. Each difference contributes the factor $2i\sin(kh/2)/h$, so

$$
(E-E_c)a=-\frac{2iP}{h}\sin\frac{kh}{2}\,b,\qquad
(E-E_v)b=\frac{2iP}{h}\sin\frac{kh}{2}\,a .
$$

Eliminating $b$ gives (4) with $k^2$ replaced by $4\sin^2(kh/2)/h^2$. This grows up to the shortest lattice wavelength, $kh=\pi$.

If $f$ and $g$ instead share the nodes and use centered differences, the replacement is $\sin^2(kh)/h^2$. It vanishes at $kh=\pi$ as well as at $k=0$, so a rapidly oscillating state has the band-edge energy. The cause remains visible when the edges vary:

$$
(E-E_{c,i})f_i=-P\frac{g_{i+1}-g_{i-1}}{2h},\qquad
(E-E_{v,i})g_i=P\frac{f_{i+1}-f_{i-1}}{2h}.
$$

An even-numbered $f$ couples only to odd-numbered $g$, and the reverse. The matrix consists of two independent staggered grids, each with spacing $2h$. A subgrid whose point at a wall carries $g$ imposes $g=0$ there, that is $f'=0$ instead of $f=0$. For a state that touches a wall, as in a channel confined by a field against a hard wall, this subgrid therefore gives levels at other energies, one of which can lie below the true ground level. In a uniform box with an even number of nodes, each subgrid has the wrong condition at one wall, and the true levels are missed altogether. Both subgrids approximate the same bound levels when these decay before reaching the walls, and that case is assumed from here on. Refinement brings the copies together but removes neither, and a sum over levels counts each of these subbands twice. Staggering removes the second copy without a filter or an adjustable penalty.

## Error at a heterointerface

Place each band-edge step on an $f$ node. Midpoints then lie wholly in one material, while the node cell is shared equally by two. Its conduction edge should be the average of the two values.

To see the effect, let $a=1/(E-E_{v,w})$ and $b=1/(E-E_{v,b})$, where $w$ and $b$ as subscripts mean well and barrier. At the right interface, node 0, the upper row is

$$
(E-\bar E_c)f_0=\frac{P^2}{h^2}\left[a(f_0-f_{-1})-b(f_1-f_0)\right].
$$

Extend the well solution to a fictitious value $\tilde f_1$, and the barrier solution to $\tilde f_{-1}$. Half of each material's own equation reads

$$
\frac{E-E_{c,w}}2f_0=\frac{P^2a}{2h^2}(2f_0-f_{-1}-\tilde f_1),
$$

$$
\frac{E-E_{c,b}}2f_0=\frac{P^2b}{2h^2}(2f_0-\tilde f_{-1}-f_1).
$$

Because $\bar E_c$ is the average, subtracting both from the interface row cancels its left side. What remains is

$$
a(\tilde f_1-f_{-1})=b(f_1-\tilde f_{-1}). \tag{10}
$$

Thus averaging makes the centered fluxes match.

For an even state of a well of width $L$, use $f=\cos qz$ inside and an exponential with decay constant $\lambda$ outside, neglecting the distant walls. The bulk difference equations require

$$
k=\frac2h\sin\frac{qh}{2},\qquad
\kappa=\frac2h\sinh\frac{\lambda h}{2},
$$

where $k$ and $\kappa$ are the continuum values at energy $E$; (4) gives $k$, and $\kappa^2=(E_{c,b}-E)(E-E_{v,b})/P^2$. Equation (10) becomes

$$
a k\cos\frac{qh}{2}\tan\frac{qL}{2}
=b\kappa\cosh\frac{\lambda h}{2}. \tag{11}
$$

Now $q\simeq k(1+k^2h^2/24)$, $\cos(qh/2)\simeq1-k^2h^2/8$, and $\cosh(\lambda h/2)\simeq1+\kappa^2h^2/8$. Let $\theta=kL/2$ and $R(E)=\ln[ak\tan\theta/(b\kappa)]$, so that the continuum level satisfies $R=0$. Taking the logarithm of (11), with $d\ln\tan\theta/d\theta=2/\sin2\theta$, gives

$$
\delta E\simeq-\frac{G}{R'(E)}h^2,\qquad
G=\frac{\theta k^2}{12\sin2\theta}-\frac{k^2+\kappa^2}{8}. \tag{12}
$$

The derivative is

$$
\begin{aligned}
R'={}&\frac12\left[\frac1{E-E_{c,w}}-\frac1{E-E_{v,w}}\right]
+\frac{2\theta'}{\sin2\theta}\\
&+\frac12\left[\frac1{E_{c,b}-E}+\frac1{E-E_{v,b}}\right],
\end{aligned}
$$

with $\theta'=L(2E-E_{c,w}-E_{v,w})/(4P^2k)$. For a bound even state $\tan\theta>0$, so $\sin2\theta>0$ and $R'>0$. The first term of $G$, from phase accumulated across the well, lowers the energy. The interface term raises it. The sign of the error can therefore change from level to level.

If the barrier value is used at the two interface nodes instead, each diagonal element rises by $\Delta E_c/2$, where $\Delta E_c=E_{c,b}-E_{c,w}$. A normalized grid vector has squared amplitude $hf(L/2)^2$ at each node to leading order. First-order perturbation theory gives an additional error $h\Delta E_cf(L/2)^2$, which is first order in $h$.

## A worked well

The model well is 120 Å wide in a 480 Å box. Its edges are $E_c=0$ and $E_v=-0.6$ eV; the barrier edges are 0.5 and $-0.9$ eV. The well mass is 0.04 electron masses. With constant $P$, the barrier band-edge mass is $0.04(1.4/0.6)=0.0933$. These are round parameters, not a named material. In eV and Å, $P=7.560$ eV Å. The numerical output follows the text.

Matching $f$ and $g$ gives bound energies of 0.0380, 0.1362, 0.2671 and 0.4096 eV. The lowest and highest are 0.00140 and 0.01505 hartree. Constant band-edge masses give three bound levels, at 0.0361, 0.1476 and 0.3370 eV.

Nonparabolicity raises the ground level here, although it lowers the next two. At 0.038 eV the well mass is $0.04(0.638/0.6)=0.0425$, which is heavier than at the band edge and tends to lower the level. The barrier mass is $0.0933(0.938/1.4)=0.0625$, which is lighter than its band-edge value and tends to raise it. The barrier effect wins for this state.

The valence weight rises from 0.041 to 0.224 across the four levels. For the fourth, the fixed-point factor is $-0.224/(1-0.224)=-0.289$, within the magnitude limit $0.4096/1.0096=0.406$ from (9). Starting at zero energy and stopping when a step is below $10^{-9}$ eV, fixed-point iteration takes 7, 11, 15 and 18 steps. Newton takes 3, 4, 4 and 5. The separately solved linear and nonlinear discrete energies agree to about $2\times10^{-14}$ eV.

With each $f$ normalized alone and its arbitrary sign chosen positive at the right well edge, the overlap is 0.028 for levels 1 and 3, and 0.052 for levels 2 and 4. Opposite-parity overlaps vanish by symmetry. Moving the origin by 100 Å changes the $f$-only position element between levels 1 and 3 by $-2.82$ Å. That element is zero about the well center by parity, so the entire shifted value is an artifact. For the complete pair the change is below $10^{-12}$ Å.

Errors relative to the continuum solution of the same model, in meV, are:

| Level | $h=4$ Å | $h=2$ Å | $h=1$ Å |
|---|---:|---:|---:|
| 1 | 0.210 | 0.053 | 0.013 |
| 2 | 0.369 | 0.094 | 0.024 |
| 3 | −0.158 | −0.038 | −0.010 |
| 4 | −1.624 | −0.407 | −0.102 |

Equation (12) accounts for the signs of the errors of the even-parity levels, 1 and 3. For level 1, $G=(0.070-1.001)\times10^{-3}$ Å$^{-2}$ and $R'=69.5$ eV$^{-1}$, giving $+0.0134$ meV at 1 Å. For level 3, $G=(1.320-1.101)\times10^{-3}$ Å$^{-2}$ and $R'=23.0$ eV$^{-1}$, giving $-0.0095$ meV. The small error of level 3 is thus a cancellation and should not be used to judge the grid. The largest error has observed order 2.00 between 2 and 1 Å. Without interface averaging it is 7.34 and 3.84 meV at these spacings, an observed order of 0.94.

The shared grid at 2 Å has eight bound levels instead of four. The lowest two are 0.03777 and 0.03823 eV. The second equals the staggered result at 4 Å, $0.03802+0.00021$ eV, as the separation into two grids requires. The largest splitting within a pair falls from 1.52 to 0.38 meV when $h$ is halved, but eight levels remain. Their eigenvectors have $f=0$ on alternate nodes, so a small splitting is no sign that the duplicate has become physical.

For this model, at zero in-plane momentum, the safe data to pass to a matrix-element calculation are the normalized pair $(f,g)$ on its staggered grid. If layers require different $P$, or remote-band terms are added, the operator and its interface conditions must be derived again; the root count and error formula above should not be assumed to hold without a new check.

## Values computed for the example and the checks

```
Well width: 120 angstrom; box: 480 angstrom
Well Ec, Ev: 0.0, -0.6 eV
Barrier Ec, Ev: 0.5, -0.9 eV
Band-edge masses, well/barrier: 0.0400, 0.0933 m_e
Coupling P: 7.559744 eV angstrom
Main grid step: 1 angstrom; nodes: 479
State 1: continuum energy 0.03801560 eV
  energy 0.00139705 hartree; valence weight 0.041313
  fixed-point slope -0.043102; steps 7; Newton 3
State 2: continuum energy 0.13623546 eV
  energy 0.00500656 hartree; valence weight 0.121899
  fixed-point slope -0.138813; steps 11; Newton 4
State 3: continuum energy 0.26707495 eV
  energy 0.00981482 hartree; valence weight 0.189448
  fixed-point slope -0.233671; steps 15; Newton 4
State 4: continuum energy 0.40957769 eV
  energy 0.01505170 hartree; valence weight 0.224154
  fixed-point slope -0.288862; steps 18; Newton 5
Parabolic bound energies (eV): 0.036119 0.147649 0.336966
Largest linear/nonlinear difference: 2.05e-14 eV
Normalized f overlap, states 1/3: 0.0281825
Normalized f overlap, states 2/4: 0.0516519
Largest complete-pair overlap: 1.20e-14
Origin shift: 100 angstrom
Change of f-only position element 1/3: -2.820304 angstrom
Change of pair position element 1/3: -7.03e-13 angstrom
Energy errors at h=4 angstrom (meV): 0.21020 0.36924 -0.15751 -1.62393
Energy errors at h=2 angstrom (meV): 0.05330 0.09389 -0.03840 -0.40654
Energy errors at h=1 angstrom (meV): 0.01337 0.02357 -0.00954 -0.10167
Observed order, averaged interface: 1.9995
Max error, unaveraged, h=2 angstrom: 7.33859 meV
Max error, unaveraged, h=1 angstrom: 3.83552 meV
Observed order, unaveraged interface: 0.9361
Random profile: 60 levels above gap, 0 inside
Bound levels, staggered/collocated: 4/8
Collocated energies, h=2 angstrom (eV):
  0.037772 0.038226 0.135421 0.136605
  0.265399 0.266917 0.406760 0.407954
Max duplicate splitting, h=2 angstrom: 1.51804 meV
Max duplicate splitting, h=1 angstrom: 0.38189 meV
Observed order of duplicate splitting: 1.9910
Largest neighboring-node f product: 0.00e+00
```
